Fourth-order Magnus propagator with two Gauss points and its midpoint truncation

Dimensional analysis, reversal symmetry and the commuting case together fix the exponent of a short-time propagator through fourth order in the step, up to one number. Write the evolution equation in atomic units as

i dψ/dt = H(t)ψ, or dψ/dt = A(t)ψ with A(t) = −iH(t).

Let H(t) be a Hermitian matrix in a finite orthonormal basis, four times continuously differentiable in time. A step of length h has midpoint t_m, and about that point

A(t_m+s) = a₀ + a₁s + a₂s² + a₃s³ + O(s⁴).

Here a₀ = A(t_m), a₁ = A′(t_m) and a₂ = A″(t_m)/2. Let U(h) carry ψ from t_m − h/2 to t_m + h/2, and write U(h) = exp Ω(h). Since Ω is dimensionless and a_k has the dimension of time to the power −(k+1), each factor a_k must come with h^(k+1).

Replacing h by −h exchanges the two ends of the step, so it turns U into its inverse:

U(−h) = U(h)⁻¹, hence Ω(−h) = −Ω(h).

The exponent therefore has no even powers of h. At order h³ the possible products are a₂, a₀a₁, a₁a₀ and a₀³. Their coefficients are pure numbers, because repeated integration of dU/dt = AU gives time-ordered integrals of products of A, and the logarithm combines these products with fixed coefficients. The numbers can be constrained by letting A be an ordinary function, for which

Ω = ∫A ds = ha₀ + h³a₂/12 + O(h⁵).

This fixes the coefficient of a₂ as 1/12, removes a₀³, and makes the coefficients of a₀a₁ and a₁a₀ opposite. For matrices we are left with

Ω = ha₀ + h³(a₂/12 + β[a₀,a₁]) + O(h⁵).

One number, β, remains to be found.

The argument needs a definite logarithm. Integrating the evolution equation repeatedly gives ‖U−1‖ ≤ exp(|h| sup‖H‖) − 1, which is below 1 if |h| sup‖H‖ < ln 2. The power series of log U then converges. The eigenvalues of the unitary matrix U are e^(−iθ) with |θ| < π/3, and the series assigns −iθ to each of them and +iθ to its inverse, which confirms the oddness of Ω. This condition on h is sufficient; it is not claimed to be necessary.

To find β we derive the first two terms of the Magnus expansion. Fix the beginning t of the step, let the end be t+τ, and denote the derivative with respect to τ by a prime. A matrix Ω need not commute with Ω′, so the derivative of its exponential requires care. Define, for a real parameter x,

W(x) = (e^(xΩ))′ e^(−xΩ).

Differentiate with respect to x. In the first factor, ∂(e^(xΩ))′/∂x = (Ωe^(xΩ))′ = Ω′e^(xΩ) + Ω(e^(xΩ))′. The second factor contributes −WΩ. Therefore

dW/dx = Ω′ + [Ω,W], W(0) = 0.

Solving in powers of x and setting x = 1, where W = U′U⁻¹ = A, gives

A = Ω′ + ½[Ω,Ω′] + (1/6)[Ω,[Ω,Ω′]] + …

At τ = 0 we have Ω = 0 and Ω′ = A(t). Thus Ω = τA(t) + O(τ²) and Ω′ = A(t) + O(τ). The leading part of [Ω,Ω′] is τ[A(t),A(t)] = 0, so this commutator is O(τ²). Each further commutator with Ω supplies another factor τ, and the double commutator is O(τ³). Hence

Ω′ = A − ½[Ω,Ω′] + O(τ³).

The same estimate shows that Ω′ = A + O(τ²) and Ω = ∫A + O(τ³). Inserting these into the commutator changes it by O(τ³), so

Ω′(τ) = A(t+τ) − ½[∫₀^τ A(t+s₂)ds₂, A(t+τ)] + O(τ³).

Integrate from 0 to h. Reversing the order inside the commutator turns the minus sign into a plus sign:

Ω = Ω₁ + Ω₂ + O(h⁴),
Ω₁ = ∫A(s)ds,
Ω₂ = ½∫∫_{s₁>s₂}[A(s₁),A(s₂)]ds₁ds₂.

The first term is the time average of the generator multiplied by h. The second records that operations performed at different times do not commute. Continuing the substitution would produce nested commutators with more time integrals, but they are not needed here: what has been left out is O(h⁴), and oddness forbids an h⁴ term in the complete exponent.

Now measure s from the midpoint. Odd powers integrate to zero in Ω₁, and ∫s²ds from −h/2 to h/2 is h³/12:

Ω₁ = ha₀ + h³a₂/12 + O(h⁵).

In Ω₂ the leading commutator is

[a₀+a₁s₁, a₀+a₁s₂] = s₂[a₀,a₁] + s₁[a₁,a₀] = −(s₁−s₂)[a₀,a₁].

The term s₁s₂[a₁,a₁] vanishes. For a separation u = s₁−s₂ the later time can range over a length h−u, so

∫∫_{s₁>s₂}(s₁−s₂)ds₁ds₂ = ∫₀^h u(h−u)du = h³/2 − h³/3 = h³/6.

The prefactor ½ then gives Ω₂ = −h³[a₀,a₁]/12 + O(h⁴). Thus β = −1/12 and, with oddness applied to the sum,

Ω = ha₀ + (h³/12)(a₂ − [a₀,a₁]) + O(h⁵).

This form contains derivatives of A. To replace them by values of A, take two points placed symmetrically at s = ∓δh, with A₁ the earlier value and A₂ the later one. Their average gives

(h/2)(A₁+A₂) = ha₀ + δ²h³a₂ + O(h⁵).

Agreement with Ω₁ requires δ² = 1/12, or δ = √3/6. These are the two Gauss-Legendre points,

t₁ = t + (1/2 − √3/6)h, t₂ = t + (1/2 + √3/6)h.

The same two values supply the commutator. To first order in h,

[A₁,A₂] = [a₀−δha₁, a₀+δha₁] = 2δh[a₀,a₁] = (h/√3)[a₀,a₁].

The correction is O(h³), because exchanging the points reverses the sign of the commutator and so excludes an h² term. Solving for [a₀,a₁] gives

−(h³/12)[a₀,a₁] = −(√3/12)h²[A₁,A₂] + O(h⁵).

The fourth-order exponent is therefore

Ω⁽⁴⁾ = (h/2)(A₁+A₂) − (√3/12)h²[A₁,A₂], Ω = Ω⁽⁴⁾ + O(h⁵).

For the Schrödinger equation, [A₁,A₂] = (−i)²[H₁,H₂] = −[H₁,H₂], where Hⱼ = H(tⱼ). The commutator term becomes +(√3/12)h²[H₁,H₂]. Taking out a factor −i gives

exp Ω⁽⁴⁾ = exp(−iK),
K = (h/2)(H₁+H₂) + i(√3/12)h²[H₁,H₂].

The commutator of two Hermitian matrices is anti-Hermitian, so i times it is Hermitian. Thus K is Hermitian and the step preserves the norm for any h, apart from rounding and any error made in evaluating the exponential. Norm conservation does not by itself establish accuracy.

The error of the exponent passes to the propagator without amplification. For anti-Hermitian X and Y,

e^X − e^Y = ∫₀¹ e^(xX)(X−Y)e^((1−x)Y)dx,

because the integrand is the x derivative of e^(xX)e^((1−x)Y). Both exponentials in the integrand are unitary, so ‖e^X−e^Y‖ ≤ ‖X−Y‖. One step has an error O(h⁵). Over a fixed duration T there are T/h steps, and later unitary steps do not enlarge earlier errors, so the global error is O(h⁴).

The order is not higher in general. Take an ordinary function with a term a₄s⁴. Its integral is h⁵a₄/80, whereas the two-point average gives h⁵δ⁴a₄ = h⁵a₄/144. The difference is h⁵a₄/180.

The exponential midpoint rule follows by truncating Ω in powers of h. Through second order there is one term, since the h² term is zero:

Ω⁽²⁾ = ha₀, exp Ω⁽²⁾ = exp[−ihH(t_m)].

Its local error is O(h³) and its global error O(h²). This truncation differs from striking out the commutator in Ω⁽⁴⁾. The latter leaves exp[−i(h/2)(H₁+H₂)], also a second-order rule, which has the midpoint exponent when H₁+H₂ = 2H(t_m), as for H linear in time. If H is constant, all three rules reduce to exp(−ihH).

The leading errors of the two second-order rules can be compared. With a₀ = −iH, a₁ = −iH′ and a₂ = −iH″/2 at the midpoint, the exact exponent minus the approximate one is

midpoint: (h³/24)(−iH″ + 2[H,H′]),
average without commutator: (h³/12)[H,H′].

The better quadrature removes the H″ part, but this need not reduce the total error. To see why, accumulate the errors over the evolution, writing U(t) for the exact propagator from time 0 to t. From U′ = −iHU,

d(U†H′U)/dt = U†(H″ + i[H,H′])U.

Let J = ∫U†H″U dt and let B be the change of U†H′U between 0 and T. Integration gives ∫U†[H,H′]U dt = i(J−B). Dividing the error per step by h and integrating, the leading accumulated errors, referred back to time 0, are

average without commutator: (ih²/12)(J−B),
midpoint: (h²/24)[−iJ + 2i(J−B)] = (ih²/24)(J−2B).

If the end contribution B acting on the initial state is small compared with that of J, the midpoint error is half the other one. The two parts of the midpoint error then partly cancel.

In time-dependent density functional theory with an adiabatic functional, H also depends on the instantaneous density. Along the exact trajectory, H is still a definite function of time, so the derivation applies if that function is smooth enough. The practical difficulty is that t₁ and t₂ lie ahead of the last known orbitals. One remedy is to extrapolate the mean-field matrix from previous steps and to evaluate the known external field directly at the Gauss points.

A polynomial through q equally spaced past values has an extrapolation error O(h^q), provided the mean field has q continuous time derivatives. As H enters the exponent with a factor h, this adds O(h^(q+1)) to the error of a step. Errors in past orbitals also feed back through the mean field. If the mean field changes by at most a constant times the change of the orbitals, and M_n is the largest orbital error up to step n, then

M_(n+1) ≤ (1+Lh)M_n + Ch^(r+1), r = min(4,q),

with L and C independent of h. Repeating this inequality and summing the geometric series gives, for Lh(T/h) = LT fixed,

M_N ≤ e^(LT)M₀ + (C/L)(e^(LT)−1)h^r.

With starting values accurate to O(h^r), the global order is at least r. With two past values this bound guarantees only second order, even with the fourth-order exponent; with four past values it guarantees fourth order.

As an example, take H₂ with a bond length of 1.4 bohr in the 6-31G basis, with local-density exchange and no correlation. The nuclei are fixed. One doubly occupied orbital starts in the Kohn-Sham ground state and feels the added potential zE(t), where z lies along the bond and

E(t) = 0.05 sin²(πt/20) sin(0.5t), 0 ≤ t ≤ 20.

All quantities in this expression are in atomic units; the pulse lasts 0.484 fs. An adaptive integrator provides a reference orbital. Two reference runs with different maximum steps differ by 3.3×10⁻¹¹ at the end. Errors below are norms of the difference from the reference, for an orbital of unit norm and with its phase included.

Consider one step of h = 0.4 centred at t_m = 6. The Gauss times are

t₁,₂ = 6 ∓ 0.4√3/6 = 6 ∓ 0.11547 = 5.88453 and 6.11547.

The fields there are 0.006308 and 0.002813. The matrix (h/2)(H₁+H₂) has spectral norm 0.450, while the commutator term has norm 7.55×10⁻⁵. Small as it is, that term is comparable with the midpoint error of this step, 5.25×10⁻⁵. The fourth-order error is 1.30×10⁻⁷. Halving h about the same centre reduces the two errors by

midpoint: 5.246×10⁻⁵ / 6.582×10⁻⁶ = 7.97,
fourth order: 1.295×10⁻⁷ / 4.064×10⁻⁹ = 31.9,

close to the expected 2³ = 8 and 2⁵ = 32.

For the whole pulse, first take H(t) from the reference trajectory, which isolates the error of the exponential rule. The final orbital errors are

midpoint: 9.61×10⁻⁵ at h = 0.2, 2.40×10⁻⁵ at h = 0.1;
average without commutator: 1.96×10⁻⁴, 4.90×10⁻⁵;
fourth order: 1.15×10⁻⁷, 7.27×10⁻⁹.

The observed orders from this halving are 2.00, 2.00 and 3.98. Removing the commutator thus costs two orders here. The midpoint error is smaller than that of the Gauss average by a factor 4.900/2.402 = 2.04. The accumulated-error formulas above give this ratio as 2‖(J−B)ψ(0)‖/‖(J−2B)ψ(0)‖. Its closeness to 2 does not show that the end contribution is small: along this trajectory ‖Bψ(0)‖ is about 0.36 of ‖Jψ(0)‖, and the ratio is near 2 because ‖(J−B)ψ(0)‖ and ‖(J−2B)ψ(0)‖ happen to be nearly equal.

The fourth-order rule needs two Hamiltonians per step and the midpoint rule one. Comparing the fourth-order rule at h = 0.2 with the midpoint rule at h = 0.1 therefore equalizes the number of Hamiltonians. The errors are 1.15×10⁻⁷ and 2.40×10⁻⁵, a ratio of about 210 in favour of the fourth-order rule for this pulse. The comparison leaves out the cost of the commutator and of the exponentials.

Next let the propagation supply its own mean field by extrapolation, with the first few values taken from the reference. The fourth-order exponent now gives

two past values: 2.32×10⁻⁴ at h = 0.1, 5.79×10⁻⁵ at h = 0.05, order 2.00;
four past values: 1.56×10⁻⁶, 9.83×10⁻⁸, order 3.99.

At h = 0.1, the error with four past values is about 210 times that obtained with the known H(t), since 1.559×10⁻⁶/7.271×10⁻⁹ = 214. Both runs use the same exponent, so the extra error comes from the self-consistent mean field: the extrapolation error together with the feedback of orbital errors, which were not separated here. The final electronic dipole is 0.56550 a.u., or 1.437 debye, in the reference. At h = 0.1, two-point extrapolation misses it by 4.7×10⁻⁴ a.u. and four-point extrapolation by about 7×10⁻⁷ a.u. These differences measure propagation error within the chosen basis, functional and integration grid, not the accuracy of the model for a real molecule.

The numerical check also expands the time-ordered exponential in noncommuting coefficients a_k. It confirms that the first discrepancy occurs at h⁵ for the fourth-order exponent and at h³ for the midpoint exponent.

The stated orders require H to be smooth within each step. A field that switches abruptly inside a step violates this assumption; placing a step boundary at the switch restores it for an explicitly known H(t), whereas the mean field need not have q continuous time derivatives across the switch, so the extrapolation estimate O(h^q) can fail on the q−1 steps that follow it. The mean field stays continuous with a bounded first derivative, so on these few steps its extrapolation error is O(h) and their total contribution to the final error is O(h²): for q ≥ 2 second order survives, but an order above two is no longer guaranteed. A density-dependent potential can also lose smoothness: local exchange varies as the cube root of the density, which has no finite derivative at zero density. Finally, the constants in the error bounds depend on norms of H, its time derivatives and their commutators. Enlarging the basis can increase these norms, so a step that suffices in a small basis has to be tested again in a larger one.

Numbers as computed

```
EXACT ALGEBRA OF THE EXPONENT
lowest power of h in error, fourth-order rule: 5
lowest power of h in error, midpoint rule: 3
midpoint error at h^3: coefficient of a2 = 1/12 , of [a0,a1] = -1/12
error without commutator at h^3: coefficient of [a0,a1] = -1/12
fourth-order rule, error at h^5: coefficient of a4 = 1/180
H2 EXAMPLE: INPUT AND GROUND STATE
bond length 1.4 bohr, basis functions 4
pulse: duration 20.0 a.u. = 0.4838 fs, peak factor 0.05 a.u., frequency 0.5 a.u.
orbital energies (hartree): [-0.32822  0.11556  0.59735  1.12462]
difference of two reference runs: 3.3e-11
ONE STEP CENTRED AT t = 6.0 a.u.
h = 0.4 a.u.; Gauss times 5.88453, 6.11547 a.u.
field at Gauss times 0.006308, 0.002813 a.u.
spectral norm of h/2 (H1+H2): 0.44966
spectral norm of commutator term: 7.548e-05
midpoint: local error h=0.4: 5.246e-05, h=0.2: 6.582e-06, order 2.99
magnus: local error h=0.4: 1.295e-07, h=0.2: 4.064e-09, order 4.99
WHOLE PULSE, H(t) KNOWN: final orbital error (norm)
midpoint: h=0.4: 3.849e-04, h=0.2: 9.611e-05, h=0.1: 2.402e-05, order 2.00
gauss mean only: h=0.4: 7.831e-04, h=0.2: 1.960e-04, h=0.1: 4.900e-05, order 2.00
magnus: h=0.4: 1.824e-06, h=0.2: 1.145e-07, h=0.1: 7.271e-09, order 3.98
error ratio midpoint/magnus at h=0.1: 3304
WHOLE PULSE, FOURTH-ORDER RULE, EXTRAPOLATED MEAN FIELD
2 points: h=0.2: 9.331e-04, h=0.1: 2.321e-04, h=0.05: 5.791e-05, order 2.00
  final dipole at h=0.1: 0.5650373 a.u.
4 points: h=0.2: 2.449e-05, h=0.1: 1.559e-06, h=0.05: 9.833e-08, order 3.99
  final dipole at h=0.1: 0.5655036 a.u.
norm defect, 4 points, h=0.05: 7.1e-15
reference final dipole: 0.5655029 a.u. = 1.43736 debye
```
